# Dispersive Transit Times Do Not Define a Material Mobility

A thin pulse of carriers is created beside one electrode of a disordered film of thickness $L$. A voltage $V$ drives the carriers to the far electrode, and the external current is recorded. In an ordered conductor the current stays level and then drops at a transit time $t_T$. In many disordered films it falls from the start, as one power of time and later as a steeper one. On doubly logarithmic axes the two straight parts meet at a time that is also called $t_T$. Does this time give a mobility?

The quotient $L/t_T$ is a velocity. With the field $E=V/L$, the quantity to be examined is the apparent mobility

$$\mu_{\rm app}=\frac{L}{E\,t_T}=\frac{L^2}{V\,t_T}.$$

If it belongs to the material, two films of the same material, at the same temperature and field, must give the same value.

## A counter-example

**The model.** Carriers hop along the field between sites a distance $a$ apart. A carrier at a site of depth $\varepsilon$ leaves at the rate $\nu r$, with $r=e^{-\varepsilon/kT}$. The depths have the probability density $e^{-\varepsilon/kT_0}/(kT_0)$. A hop goes forward with probability $p$ and backward with probability $q=1-p$, where $p/q=e^{eEa/kT}$; $e$ is the positive elementary charge and the forward direction is that of the force.

Several idealizations enter:

- The field is uniform, and the injected charge $Q$ is too small to disturb it.
- No carrier is lost before it reaches the far electrode.
- The field changes the direction of hops but not the waiting times.
- Each hop leads to a freshly drawn depth, even when a site is visited again. This suits carriers that seldom return to the same site. In a single chain with fixed depths, a weakly biased carrier would visit each site many times, and the voltage exponent found below would change; the thickness exponent at fixed field would not.
- The walk is unbounded behind its start, so details of the injecting contact are left out.

The parameters are round model values: $T=300$ K, $T_0=500$ K, $a=1$ nm and $\nu=10^{12}\ \mathrm{s^{-1}}$. The ratio $\alpha=T/T_0=0.6$ will turn out to be the exponent that matters.

**Two films.** Film A has $L=2$ µm and $V=10$ V; film B has $L=8$ µm and $V=40$ V. Both fields are 5 V/µm. The current of the lattice walk, computed from equation (3) below, gives $t_T=12.99$ µs for A and $130.5$ µs for B. Hence

$$\mu_A=\frac{(2\times10^{-4}\,\mathrm{cm})^2}{(10\,\mathrm V)(12.99\times10^{-6}\,\mathrm s)}=3.08\times10^{-4}\ \mathrm{cm^2/(V\,s)},$$

$$\mu_B=\frac{(8\times10^{-4}\,\mathrm{cm})^2}{(40\,\mathrm V)(130.5\times10^{-6}\,\mathrm s)}=1.23\times10^{-4}\ \mathrm{cm^2/(V\,s)}.$$

Every microscopic parameter and the field are the same, yet $\mu_B/\mu_A=0.398$. Using $\mu_A$ to predict film B multiplies the time by four, to 52.0 µs. The computed time is 2.51 times longer. So $\mu_{\rm app}$ is not a material constant, nor is it a function of field alone.

## The correct statement

In this model, for $0<\alpha<1$, $eEa\ll2kT$, $eV\gg kT$ and $(\nu t_T)^{1-\alpha}\gg1$, the leading behaviour is

$$t_T\propto\left(\frac LE\right)^{1/\alpha}=\left(\frac{L^2}{V}\right)^{1/\alpha},\qquad \mu_{\rm app}\propto\left(\frac{L^2}{V}\right)^{1-1/\alpha}. \tag{1}$$

Since $1-1/\alpha<0$, $\mu_{\rm app}$ falls with thickness at fixed field and rises with voltage at fixed thickness.

## Proof

**Waiting times.** The probability that $r$ is below $\rho$ is the probability that $\varepsilon>-kT\ln\rho$, which is $e^{(T/T_0)\ln\rho}=\rho^\alpha$. The density of $r$ on $(0,1)$ is therefore $\alpha r^{\alpha-1}$. The probability that a carrier is still waiting at time $t$ follows with $y=\nu rt$:

$$\int_0^1\alpha r^{\alpha-1}e^{-\nu rt}\,dr=\frac{\alpha}{(\nu t)^{\alpha}}\int_0^{\nu t}y^{\alpha-1}e^{-y}\,dy\;\to\;\Gamma(1+\alpha)(\nu t)^{-\alpha}.$$

The mean wait, $\nu^{-1}\int_0^1\alpha r^{\alpha-2}dr$, diverges at small $r$ for $\alpha\le1$. Deep sites are rare, but their long waits outweigh their rarity.

Let $z(s)$ be the Laplace transform of the waiting-time density. For a given $r$ it is $\nu r/(s+\nu r)$, so $w=1-z$ is the average of $s/(s+\nu r)$. With $r=(s/\nu)y$,

$$w=\alpha\left(\frac s\nu\right)^{\alpha}\int_0^{\nu/s}\frac{y^{\alpha-1}}{1+y}\,dy\simeq C\left(\frac s\nu\right)^{\alpha},\qquad C=\frac{\pi\alpha}{\sin\pi\alpha}. \tag{2}$$

Here the upper limit was sent to infinity, where the integral equals $\pi/\sin\pi\alpha$. The part added is smaller than the whole by a factor of order $(s/\nu)^{1-\alpha}$, so this is allowed when $(s/\nu)^{1-\alpha}\ll1$. The closer $\alpha$ is to 1, the longer the times must be compared with $1/\nu$.

**Crossing the film.** The net forward bias per hop is

$$b=p-q=\frac{e^{eEa/kT}-1}{e^{eEa/kT}+1}=\tanh\frac{eEa}{2kT}.$$

Let $g(z)=\sum_j f_jz^j$, where $f_j$ is the probability that the next site forward is first reached at hop $j$. Either the first hop goes forward, or it goes backward and two sites must then be gained:

$$g=pz+qzg^2,\qquad g=\frac{1-\sqrt{1-4pqz^2}}{2qz}.$$

The minus sign is chosen because $g\to0$ as $z\to0$. Successive waits are independent, so inserting $z=z(s)$ turns the count of hops into a distribution of times. Crossing $m=L/a$ sites has the transform $g^m$.

For small $w$ put $g=1-\delta$. To first order the equation for $g$ reads

$$1-\delta=(1-w)\left[p+q(1-2\delta)\right]=1-w-2q\delta .$$

Since $1-2q=b$, this gives $\delta=w/b$, and

$$g^m\simeq e^{-mw/b}=e^{-nw},\qquad n=\frac{L}{ab}.$$

The number $n$ is the mean number of hops needed to cross. At weak bias the next term in $\delta$ is $-w^2/(2b^3)$, from $q\delta^2$ with $q\simeq1/2$. In the exponent, at the relevant $w\sim b/m$, it contributes about $1/(2mb)\simeq kT/eV$, because $mb\simeq eV/2kT$. Diffusion is thus a small correction when $eV\gg kT$.

**The current.** A charge moved by $dx$ between the electrodes sends a fraction $dx/L$ of itself through the external circuit. Let $S_j$ be the probability that a carrier has not left after $j$ hops. Its hop $j+1$ then occurs at a time whose density has the transform $z^{j+1}$, and it advances the carrier by $ab$ on average. Therefore

$$\frac{\hat I(s)}{Q}=\frac{ab}{L}\sum_{j\ge0}S_jz^{j+1}.$$

Because $S_{j-1}-S_j$ is the probability of leaving at hop $j$,

$$(1-z)\sum_{j\ge0}S_jz^j=S_0-\sum_{j\ge1}(S_{j-1}-S_j)z^j=1-g^m .$$

The transform of the current is thus

$$\frac{\hat I(s)}{Q}=\frac{ab}{L}\,\frac{z(1-g^m)}{w}. \tag{3}$$

Equation (3) contains no small-$w$ approximation; its numerical inversion gave the times of films A and B. In the long-time regime $z\to1$, $ab/L=1/n$ and $g^m\to e^{-nw}$. With (2),

$$\frac{\hat I(s)}{Q}=\frac{1-e^{-(s\theta)^\alpha}}{(s\theta)^\alpha},\qquad \theta=\frac{(Cn)^{1/\alpha}}{\nu}. \tag{4}$$

The transform depends on $s$ through $s\theta$ alone, so $I(t)=(Q/\theta)F(t/\theta)$. At given $\alpha$, thickness and voltage move the curve along the axes without changing its shape. Any time read from a fixed feature of the curve must scale as $\theta\propto n^{1/\alpha}$.

**The two power laws.** Let $u=t/\theta$ and $\sigma=s\theta$. Short times correspond to large $\sigma$, where $\hat F\simeq\sigma^{-\alpha}$ and

$$F\simeq\frac{u^{\alpha-1}}{\Gamma(\alpha)}.$$

Long times correspond to small $\sigma$, where $\hat F\simeq1-\sigma^\alpha/2$. The constant contributes nothing at $u>0$. Since $\sigma^{\alpha-1}$ is the transform of $u^{-\alpha}/\Gamma(1-\alpha)$, and a further factor $\sigma$ means a derivative at $u>0$, $\sigma^\alpha$ corresponds to $-\alpha u^{-1-\alpha}/\Gamma(1-\alpha)$. Hence

$$F\simeq\frac{\alpha\,u^{-1-\alpha}}{2\,\Gamma(1-\alpha)}.$$

Equating the two asymptotes and multiplying by $u^{1+\alpha}\Gamma(\alpha)$ gives

$$u_T^{2\alpha}=\frac{\alpha\Gamma(\alpha)}{2\Gamma(1-\alpha)}=\frac{\Gamma(1+\alpha)}{2\Gamma(1-\alpha)},\qquad t_T=u_T\theta. \tag{5}$$

**Thickness and voltage.** For $eEa\ll2kT$, $b\simeq eEa/2kT=eVa/(2kTL)$, so

$$n=\frac{L}{ab}\simeq\frac{2kT\,L^2}{e\,a^2\,V},\qquad t_T\simeq\frac{u_T}{\nu}\left(\frac{2kT\,C}{e\,a^2}\,\frac{L^2}{V}\right)^{1/\alpha}. \tag{6}$$

Division of $L^2/V$ by this time gives the second relation in (1), which completes the proof.

The exponent also has a direct meaning. Among $n$ drawn rates, the number below $\nu r$ is on average $nr^\alpha$. The slowest rate met is therefore of order $\nu n^{-1/\alpha}$, and its wait is of order $n^{1/\alpha}/\nu$. This single wait is already comparable with the transit time. A thicker film requires more hops and also lets the carrier meet deeper sites.

## What replaces the mobility

In an unbounded sample $g^m\to0$, and by (3) the mean velocity has the transform $abz/w\simeq ab\nu^\alpha/(Cs^\alpha)$. Division by $s$ gives the displacement at long times:

$$\langle x\rangle\simeq\frac{ME\,t^\alpha}{\Gamma(1+\alpha)},\qquad M=\frac{ab\,\nu^\alpha}{CE}\simeq\frac{e\,a^2\nu^\alpha}{2kT\,C}.$$

At weak bias and fixed temperature, $M$ contains neither $L$ nor $V$. From (4), $\theta^\alpha=Cn/\nu^\alpha=L/(ME)$, so a measured transit time yields

$$M=\frac{L^2}{V\,(t_T/u_T)^\alpha}.$$

Its unit, $\mathrm{cm^2/(V\,s^\alpha)}$, is that of a mobility only at $\alpha=1$.

## Reading the numbers

For $L=4$ µm and $V=20$ V, $b=0.0964$ and $n=4000/0.0964=4.15\times10^4$. With $C=1.982$ and $u_T=0.2631$,

$$\theta=\frac{(1.982\times4.149\times10^4)^{1/0.6}}{10^{12}\ \mathrm{s^{-1}}}=155.5\ \text{µs},\qquad t_T=0.2631\,\theta=40.9\ \text{µs}.$$

Tangents to the current from (3), drawn on doubly logarithmic axes at 0.1 and $10^5$ times this formula value, meet at 41.2 µs. Over all seven combinations of thickness and voltage these tangent times, listed here, exceed the formula by 0.5 to 0.8 % of the formula value.

| $L$ (µm) | $V$ (V) | $t_T$ (µs) | $\mu_{\rm app}$ ($10^{-4}$ cm²/(V s)) | $M$ ($10^{-6}$ cm²/(V s$^{0.6}$)) |
|---|---|---|---|---|
| 2 | 10 | 12.99 | 3.08 | 1.534 |
| 2 | 20 | 4.15 | 4.82 | 1.522 |
| 4 | 10 | 130.4 | 1.23 | 1.538 |
| 4 | 20 | 41.2 | 1.94 | 1.536 |
| 4 | 40 | 13.15 | 3.04 | 1.523 |
| 8 | 20 | 413 | 0.775 | 1.540 |
| 8 | 40 | 130.5 | 1.23 | 1.537 |

The apparent mobility varies by a factor of about six, while $M$ varies by about 1 %. Its weak-bias value is $1.547\times10^{-6}$ in the same unit.

The logarithmic slope of $t_T$ is 3.32 in $L$ at fixed $V$, against $2/\alpha=3.33$, and 1.664 in $L$ at fixed $E$, against $1/\alpha=1.667$. In $V$ at fixed $L$ it is $-1.655$, against $-1.667$. The last difference comes mainly from the bending of the hyperbolic tangent: formula (5) with the full $b$ gives 129.4 µs at 10 V and 13.09 µs at 40 V for the 4 µm film, hence a slope of $-\ln(129.4/13.09)/\ln4=-1.653$.

Nor is $t_T$ the arrival of a compact packet. By (4) and (5), at $\alpha=0.6$, 8.9 % of the carriers have been collected at $t_T$. Half have arrived by $3.7\,t_T$, and 90 % by about $50\,t_T$. Yet 49 % of the total external charge has passed by $t_T$, because carriers still inside the film have contributed through their partial displacement.

## Special cases and limits

**The case $\alpha=1/2$.** The transform pair $e^{-\sqrt\sigma}/\sqrt\sigma\leftrightarrow e^{-1/(4u)}/\sqrt{\pi u}$ gives the whole current:

$$F(u)=\frac{1-e^{-1/(4u)}}{\sqrt{\pi u}}.$$

To confirm the pair, set $u=v^2$ in the Laplace integral of the right-hand function and use $\int_0^\infty e^{-Av^2-B/v^2}dv=\tfrac12\sqrt{\pi/A}\,e^{-2\sqrt{AB}}$ with $A=\sigma$, $B=1/4$. The asymptotes $1/\sqrt{\pi u}$ and $1/(4\sqrt\pi\,u^{3/2})$ meet at $u_T=1/4$. Here $t_T\propto L^4/V^2$ and $\mu_{\rm app}\propto V/L^2=E/L$.

**The return of a mobility.** For $\alpha>1$ the mean wait is finite, $\langle\tau\rangle=\alpha/[(\alpha-1)\nu]$. Then $w\simeq s\langle\tau\rangle$ and $g^m\simeq e^{-sn\langle\tau\rangle}$, the transform of a sharp arrival at $n\langle\tau\rangle$. This is the limit of a thick film, and it is approached slowly when $\alpha$ is only slightly above 1. At weak bias

$$\mu=\frac{L}{E\,n\langle\tau\rangle}=\frac{ab}{E\langle\tau\rangle}\simeq\frac{e\,a^2}{2kT\langle\tau\rangle},$$

which contains neither $L$ nor $V$. A deepest trap has the same effect for $\alpha<1$ once the film is thick enough for carriers to sample the slowest rates many times.

Direct random-walk simulations of 60 and 240 sites at fixed bias support this distinction. The median exit time grows as $L^{1.66}$ for $\alpha=0.6$, as $L^{1.01}$ for $\alpha=3$, and as $L^{1.03}$ for $\alpha=0.6$ with no rate below $0.01\,\nu$.

**What an experiment must vary.** The transit times of a voltage series on one film cannot decide the matter by themselves. The law $t_T\propto V^{-1/\alpha}$ at fixed $L$ could equally be read as a mobility $\mu(E)\propto E^{1/\alpha-1}$. A genuine $\mu(E)$, however, gives $t_T=L/[\mu(E)E]$, which is linear in $L$ at fixed field, whereas the dispersive law gives $L^{1/\alpha}$. Thickness at fixed field is therefore the variable that separates the two readings. The current offers a second check: in this model its early and late slopes, $-(1-\alpha)$ and $-(1+\alpha)$, must give the same $\alpha$ as the thickness series. For the 8 µm film at 40 V they are $-0.400$ at about $0.1\,t_T$ and $-1.600$ at about $10^5\,t_T$. Both power laws are limits, and the late one is approached slowly. At $10^5\,t_T$ the current is only about $4\times10^{-9}$ of its value at $0.1\,t_T$, too small to expect in a measurement. For the 4 µm film at 20 V, a late tangent drawn at ten times the formula value of $t_T$ has the slope $-1.63$ and meets the early one at 46.9 µs instead of 41.2 µs. When films are compared, the tangents should therefore be drawn at the same multiples of $t_T$, so that this shift is nearly the same factor in each.

If the field also changes the waiting times or $\alpha$, the voltage exponent in (1) no longer holds. The thickness exponent at fixed field survives, because the waiting-time law is then the same in all the films compared. Space charge, recombination or a non-uniform field would invalidate the derivation itself.

## Computed results

```
T = 300 K, T0 = 500 K, alpha = 0.600
hop length a = 1.0 nm, attempt rate nu = 1.0e+12 1/s
kT/e = 25.852 mV, C = 1.9820, u_T = 0.2631
L(um) V(V) E(V/um) t_T formula(us) t_T current(us) mu_app(cm2/Vs) M(cm2/V/s^alpha)
  2   10   5.00     12.886     12.990 3.079e-04 1.534e-06
  2   20  10.00      4.122      4.146 4.824e-04 1.522e-06
  4   10   2.50    129.378    130.423 1.227e-04 1.538e-06
  4   20   5.00     40.910     41.151 1.944e-04 1.536e-06
  4   40  10.00     13.086     13.149 3.042e-04 1.523e-06
  8   20   2.50    410.750    413.173 7.745e-05 1.540e-06
  8   40   5.00    129.882    130.506 1.226e-04 1.537e-06
Reference film 4 um, 20 V: bias b = 0.09640, hops n = 4.1492e+04
theta = 155.513 us
weak-bias M = 1.547e-06 cm2/(V s^alpha)
current slopes, last film: early -0.4001, late -1.6003
dln t_T/dln V at fixed L = -1.6551; law -1.6667
dln t_T/dln L at fixed V = 3.3194; law 3.3333
dln t_T/dln L at fixed E = 1.6643; law 1.6667
8 um, 40 V predicted with 2 um, 10 V mobility: 51.958 us
true/predicted transit time = 2.512
mu_app ratio 8 um/2 um at 5 V/um = 0.3981
mu_app ratio 40 V/10 V at 4 um = 2.4798
fraction of carriers collected by t_T = 0.0892
fraction of total external charge passed by t_T = 0.4851
time for 10 % collected = 1.046 t_T
time for 50 % collected = 3.720 t_T
time for 90 % collected = 49.723 t_T
Random-walk thickness exponents of median exit time (60 to 240 sites):
alpha = 0.6: 1.660; alpha = 3: 1.014
alpha = 0.6, slowest rate 0.01 nu: 1.025
```
